# The Elliott formula for three-dimensional Wannier excitons

## A factor of twenty-three

Take a semiconductor model with a gap of 1.5 eV, reduced electron-hole mass $0.1\,m_0$, relative permittivity 10 and an interband momentum matrix element $p$ with $2|p|^2/m_0=20$ eV. At 1 meV above the gap, the imaginary part of its dielectric function is 0.131 if electron and hole ignore each other, and 3.04 if they attract. The ratio is 23. At 200 meV above the gap the two values are 1.44 and 2.94. The attraction has replaced a square-root edge by a nearly flat plateau, although the binding energy of the pair is only 13.6 meV. Why is the effect so large, why is the plateau flat, and why does the enhancement persist so far above the gap?

The enhancement comes from one quantity: the probability density for finding the electron and the hole at the same place. Near the edge, the product of this density and the number of pair states per unit energy is nearly constant, which makes the plateau flat. The flatness as far out as 200 meV also involves the optical prefactor and depends on the parameters chosen.

## The model

Two isotropic parabolic bands are separated by a direct gap $E_g$. The valence band is full and the conduction band empty. With reduced mass $\mu$, creating a pair at wavevector $\mathbf k$ costs $E_g+\hbar^2k^2/2\mu$ before interaction. The interband matrix element $p$ of the momentum component along the light's polarization is nonzero and independent of $\mathbf k$. The photon's momentum is neglected, so electron and hole have zero total momentum.

The attraction is screened by a constant $\varepsilon_r$. Electron-hole exchange, coupling to other bands, local fields, antiresonant terms and broadening are left out. The light couples through $\mathbf A\cdot\mathbf p$ with this constant $p$. The results below are exact within this model, including that choice of coupling; the last section gives the size of the change when the dipole form of the coupling is used instead.

The natural length and energy are

$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2},\qquad \mathrm{Ry}=\frac{\hbar^2}{2\mu a^2}.$$

## From absorbed power to a sum over pair states

Let the electric field be $F_0\cos\omega t$. Its vector potential has amplitude $F_0/\omega$, and the coupling is $(e/m_0)\mathbf A\cdot\mathbf p$. The $A^2$ term is uniform in space and causes no interband transition. Only the half of the oscillation proportional to $e^{-i\omega t}$ absorbs energy, so the perturbation has strength $eF_0/(2m_0\omega)$. The golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\left(\frac{eF_0}{2m_0\omega}\right)^2\sum_\lambda|M_\lambda|^2\,\delta(E_\lambda-\hbar\omega),$$

where $M_\lambda$ is the matrix element of the total momentum component between the ground state and pair state $\lambda$.

The polarization component in phase with $\sin\omega t$ is $\varepsilon_0\varepsilon_2F_0\sin\omega t$. Its time derivative, multiplied by the field and averaged over a cycle, gives the absorbed power density $\tfrac12\varepsilon_0\varepsilon_2\omega F_0^2$. Equating this to $\hbar\omega W/V$ yields

$$\varepsilon_2=\frac{2\hbar W}{\varepsilon_0VF_0^2}=\frac{\pi e^2}{\varepsilon_0m_0^2\omega^2V}\sum_\lambda|M_\lambda|^2\,\delta(E_\lambda-\hbar\omega).\tag{1}$$

## From the Bethe-Salpeter equation to a hydrogen problem

Write a pair state as a superposition, with amplitudes $A(\mathbf k)$, of states in which one electron has been lifted from the valence to the conduction band at $\mathbf k$. With a static screened attraction, the Bethe-Salpeter equation for this model is

$$\left(E_g+\frac{\hbar^2k^2}{2\mu}\right)A(\mathbf k)-\frac1V\sum_{\mathbf k'}\frac{e^2}{\varepsilon_0\varepsilon_r|\mathbf k-\mathbf k'|^2}A(\mathbf k')=E\,A(\mathbf k).\tag{2}$$

The kernel is the Fourier transform of the Coulomb attraction, with the overlaps of the cell-periodic Bloch functions set to one. Define the envelope function

$$\phi(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

Multiply (2) by $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ and sum over $\mathbf k$. The factor $k^2$ becomes $-\nabla^2$. In the interaction term set $\mathbf k=\mathbf k'+\mathbf q$; the double sum then factorizes into $\phi(\mathbf r)$ times

$$\frac1V\sum_{\mathbf q}\frac{e^2}{\varepsilon_0\varepsilon_rq^2}e^{i\mathbf q\cdot\mathbf r}\;\to\;\frac{e^2}{4\pi\varepsilon_0\varepsilon_rr}\qquad(V\to\infty).$$

The result is the Wannier equation,

$$\left(-\frac{\hbar^2\nabla^2}{2\mu}-\frac{e^2}{4\pi\varepsilon_0\varepsilon_rr}\right)\phi=(E-E_g)\,\phi.\tag{3}$$

Extending the sums to all $\mathbf k$ requires $a$ to be much larger than the lattice constant. A small $A(\mathbf k)$ at the zone boundary is not enough by itself. By (2), $A$ falls as $k^{-4}$ at large $k$, while the number of wavevectors in a shell grows as $k^2$, so the part of $\phi(0)$ that comes from beyond a wavevector $K$ falls only as $1/(Ka)$, as $4/(\pi Ka)$ for the lowest state. For the example below, cutting the sums at $Ka\approx29$, the zone boundary for a lattice constant of 0.565 nm, lowers the weight of the first line by 9% while shifting its energy by only about $10^{-4}\,\mathrm{Ry}$.

Since $p$ does not depend on $\mathbf k$, it comes out of the optical matrix element:

$$|M_\lambda|^2=|p|^2\Big|\sum_{\mathbf k}A_\lambda(\mathbf k)\Big|^2=V|p|^2|\phi_\lambda(0)|^2.$$

Light creates the electron and hole at zero separation, so a state absorbs in proportion to its contact density. Without exchange the two spin orientations are independent copies, which gives a factor 2. With $E=\hbar\omega$, equation (1) becomes

$$\varepsilon_2(E)=C(E)\,L(E),\qquad C(E)=\frac{2\pi e^2\hbar^2|p|^2}{\varepsilon_0m_0^2E^2},\tag{4}$$

$$L(E)=\sum_\lambda|\phi_\lambda(0)|^2\,\delta(E-E_\lambda),$$

where $\lambda$ now runs over one spin copy.

## The radial equation and its Laplace transform

States with angular momentum $l>0$ vanish as $r^l$ at the origin and do not contribute. For $l=0$ write $\phi=u(r)/(\sqrt{4\pi}\,r)$. Then $u(0)=0$, since otherwise $\phi\sim1/r$ and $\nabla^2\phi$ would contain a delta function that nothing in (3) balances. Equation (3) multiplied by $-2\mu/\hbar^2$ reads

$$u''+\frac{2}{ar}u+\frac{2\mu(E-E_g)}{\hbar^2}u=0.$$

Choose the scale $u'(0)=1$. Then $\phi(0)=1/\sqrt{4\pi}$ before normalization, while $\int|\phi|^2d^3r=\int u^2dr$. The normalized contact density is therefore

$$|\phi(0)|^2=\frac{1}{4\pi\int_0^\infty u^2\,dr}.\tag{5}$$

What remains is to find this integral at each energy.

Below the gap set $E-E_g=-\hbar^2\kappa^2/2\mu$ with $\kappa>0$, and multiply the radial equation by $r$:

$$ru''+\frac2au-\kappa^2ru=0.$$

Let $U(s)=\int_0^\infty e^{-sr}u\,dr$. The transform of $u''$ is $s^2U-su(0)-u'(0)=s^2U-1$, and multiplication by $r$ becomes $-d/ds$. Hence

$$-(s^2U)'+\frac2aU+\kappa^2U'=0\quad\Rightarrow\quad(s^2-\kappa^2)U'=\left(\frac2a-2s\right)U.$$

This is a first-order equation. Using $\frac{1}{s^2-\kappa^2}=\frac1{2\kappa}\left(\frac1{s-\kappa}-\frac1{s+\kappa}\right)$, integration gives

$$\ln U=\frac1{\kappa a}\ln\frac{s-\kappa}{s+\kappa}-\ln(s^2-\kappa^2)+\text{const}.$$

At large $s$ the transform samples small $r$, where $u\approx r$, so $U\to1/s^2$ and the constant is zero. With $\nu=1/(\kappa a)$,

$$U(s)=\frac{(s-\kappa)^{\nu-1}}{(s+\kappa)^{\nu+1}}.\tag{6}$$

## The lines

If $u$ is square integrable, its Laplace integral converges and is analytic for all $\mathrm{Re}\,s>0$. The point $s=\kappa$ lies in that region. The factor $(s-\kappa)^{\nu-1}$ is analytic there only if $\nu-1$ is a non-negative integer, so

$$\frac1{\kappa a}=n=1,2,3,\dots,\qquad E_n=E_g-\frac{\hbar^2}{2\mu a^2n^2}=E_g-\frac{\mathrm{Ry}}{n^2}.$$

Conversely, for integer $n$ the only singularity of $U$ is a pole at $s=-\kappa$. Then $u$ is $e^{-\kappa r}$ times a polynomial, which is normalizable.

Parseval's theorem gives the norm without constructing the polynomial. On the imaginary axis $|iq-\kappa|^2=|iq+\kappa|^2=q^2+\kappa^2$, so $|U(iq)|^2=(q^2+\kappa^2)^{(n-1)-(n+1)}=(q^2+\kappa^2)^{-2}$. The needed integral follows by differentiating $\int dq/(q^2+\kappa^2)=\pi/\kappa$ with respect to $\kappa$:

$$-2\kappa\int_{-\infty}^{\infty}\frac{dq}{(q^2+\kappa^2)^2}=-\frac{\pi}{\kappa^2}\quad\Rightarrow\quad\int_{-\infty}^{\infty}\frac{dq}{(q^2+\kappa^2)^2}=\frac{\pi}{2\kappa^3}.$$

Therefore

$$\int_0^\infty u^2dr=\frac1{2\pi}\,\frac{\pi}{2\kappa^3}=\frac1{4\kappa^3}=\frac{n^3a^3}{4},\qquad|\phi_n(0)|^2=\frac{1}{\pi a^3n^3}.\tag{7}$$

There is one $s$ state for each $n$, so this is the whole weight of the line in $L$.

## The continuum

Above the gap set $E-E_g=\hbar^2k^2/2\mu=\mathrm{Ry}\,(ka)^2$, and define

$$x=\frac1{ka}=\sqrt{\frac{\mathrm{Ry}}{E-E_g}}.$$

Replacing $\kappa^2$ by $-k^2$ in the equation for $U$ gives $(s^2+k^2)U'=(2/a-2s)U$. Since $\int ds/(s^2+k^2)=k^{-1}\arctan(s/k)$, the solution with $U\to1/s^2$ at large $s$ is

$$U(s)=\frac{e^{-2x\theta}}{s^2+k^2},\qquad\theta=\frac\pi2-\arctan\frac sk.$$

For real $s>0$, $\theta$ is the phase of $s+ik$, so $\theta=\frac1{2i}\ln\frac{s+ik}{s-ik}$ and $e^{-2x\theta}=\left(\frac{s+ik}{s-ik}\right)^{ix}$. This gives

$$U(s)=(s-ik)^{-1-ix}\,(s+ik)^{-1+ix}.$$

**Behaviour at large $r$.** In the inverse transform, $U$ is multiplied by $e^{sr}$ and the contour can be pulled to the left around cuts starting at $s=\pm ik$. At large $r$ the neighbourhoods of these two branch points dominate. Near $s=ik$ the second factor tends to

$$(2ik)^{-1+ix}=\frac{1}{2ik}(2k)^{ix}e^{-\pi x/2},$$

because $i^{ix}=e^{ix\cdot i\pi/2}=e^{-\pi x/2}$. From $\int_0^\infty e^{-sr}r^{z-1}dr=\Gamma(z)s^{-z}$ with $z=1+ix$, the first factor transforms back to $e^{ikr}r^{ix}/\Gamma(1+ix)$. The other branch point contributes the complex conjugate. Their sum is

$$u\to\frac{e^{-\pi x/2}}{k\,|\Gamma(1+ix)|}\sin\!\big(kr+x\ln2kr-\arg\Gamma(1+ix)\big),\tag{8}$$

with relative corrections of order $1/r$. Define $S=e^{\pi x}|\Gamma(1+ix)|^2$, so that the amplitude is $1/(k\sqrt S)$. The reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=ix$ gives

$$|\Gamma(1+ix)|^2=ix\,\Gamma(ix)\Gamma(1-ix)=\frac{i\pi x}{\sin(i\pi x)}=\frac{\pi x}{\sinh\pi x},$$

$$S(x)=\frac{2\pi x\,e^{\pi x}}{e^{\pi x}-e^{-\pi x}}=\frac{2\pi x}{1-e^{-2\pi x}}.\tag{9}$$

All solutions start with the same slope at the origin. Under attraction the distant wave is smaller by $1/\sqrt S$; normalizing the distant wave therefore raises the contact density by $S$.

**Counting the states.** Enclose the relative motion in a sphere of large radius $R$ with $u(R)=0$. The average of $\sin^2$ is $\frac12$, so $\int_0^Ru^2dr\to R/(2k^2S)$, and (5) gives $|\phi(0)|^2=k^2S/(2\pi R)$. The condition $u(R)=0$ makes the phase in (8) equal to $N\pi$ with integer $N$, so $dN/dk\to R/\pi$; the logarithm changes this by a relative amount of order $\ln R/R$, which vanishes. Multiplying, and using $dk/dE=\mu/(\hbar^2k)$,

$$L_{\rm cont}=\frac{k^2S}{2\pi R}\cdot\frac R\pi\cdot\frac{\mu}{\hbar^2k}=\frac{\mu k}{2\pi^2\hbar^2}S=\frac{1}{4\pi^2}\left(\frac{2\mu}{\hbar^2}\right)^{3/2}\!\sqrt{E-E_g}\;S(x).\tag{10}$$

Removing the attraction sends $a\to\infty$, hence $x\to0$ and $S\to1$. What is left is the free-pair density, and $S$ is the enhancement relative to it.

## The Elliott formula

Collecting (7) and (10), with $\Theta$ the unit step function,

$$L(E)=\frac{1}{\pi a^3}\sum_{n=1}^\infty\frac{1}{n^3}\,\delta\!\left(E-E_g+\frac{\mathrm{Ry}}{n^2}\right)+\frac{\Theta(E-E_g)}{4\pi^2}\left(\frac{2\mu}{\hbar^2}\right)^{3/2}\!\sqrt{E-E_g}\;\frac{2\pi x}{1-e^{-2\pi x}},\tag{11}$$

and $\varepsilon_2=C(E)L(E)$. The $n^{-3}$ law belongs to $L$. The line areas in $\varepsilon_2$ carry the additional factor $1/E_n^2$ from $C$, a small correction when $\mathrm{Ry}\ll E_g$.

**Why the plateau is flat.** Insert $(2\mu/\hbar^2)^{3/2}=1/(a^3\mathrm{Ry}^{3/2})$ and $\sqrt{E-E_g}=\sqrt{\mathrm{Ry}}/x$ into (10). The factor $x$ in $S$ cancels:

$$L_{\rm cont}=\frac{1}{2\pi a^3\,\mathrm{Ry}}\;\frac{1}{1-e^{-2\pi x}}.\tag{12}$$

At the edge $x\to\infty$, and $L$ starts at the finite value $1/(2\pi a^3\mathrm{Ry})$. The density of free pairs vanishes as $\sqrt{E-E_g}$, while the enhancement diverges as $1/\sqrt{E-E_g}$. $L$ stays close to this value only while $e^{-2\pi x}\ll1$, that is, up to a few Ry above the gap; for $2\pi x\ll1$, that is, for $E-E_g$ much larger than $4\pi^2\,\mathrm{Ry}\approx40\,\mathrm{Ry}$, the factor in (12) is close to $1/(2\pi x)+\tfrac12$. The first term is the square-root growth of free pairs, so the ratio of $L$ to the free-pair density tends to one. The second term remains: $L$ stays above the free-pair density by about half its edge value.

**Why the lines join the continuum.** For large $n$ the spacing of neighbouring lines is $2\,\mathrm{Ry}/n^3$. Weight divided by spacing is

$$\frac{1}{\pi a^3n^3}\cdot\frac{n^3}{2\,\mathrm{Ry}}=\frac1{2\pi a^3\,\mathrm{Ry}},$$

the same value as from above. Once broadening merges the high lines, no step marks the gap.

**Why the enhancement persists.** For small $x$, expanding (9) gives $S=1+\pi x+\pi^2x^2/3+\dots$. The leading excess falls only as $(E-E_g)^{-1/2}$, and it carries a factor $\pi$.

## Numbers for the model

Take $E_g=1.5$ eV, $\mu=0.1\,m_0$, $\varepsilon_r=10$ and $2|p|^2/m_0=20$ eV. These are round parameters, not those of a particular material. They are also treated as independent: the $\mathbf k\cdot\mathbf p$ coupling of these two bands alone would give $\mu=m_0E_g/(2\times20\ \text{eV})=0.0375\,m_0$, so $\mu=0.1\,m_0$ presumes that other bands help set the masses. The definitions give $\mathrm{Ry}=13.606$ meV and $a=5.292$ nm.

The first line lies at $1500-13.6=1486.4$ meV. Its contact density is $1/(\pi\times5.292^3)=2.15\times10^{-3}\ \mathrm{nm}^{-3}$.

Inserting the constants in $C(E_g)/(2\pi a^3\mathrm{Ry})$ gives the edge value $\varepsilon_2=3.04$. The line areas follow from it. By (4) and (7), the area of line $n$ is $C(E_n)/(\pi a^3n^3)$, which is the edge value times $2\,\mathrm{Ry}\,(E_g/E_n)^2/n^3$. For $n=1$,

$$3.0395\times2\times13.606\ \text{meV}\times\left(\frac{1.5}{1.48639}\right)^2=84.2\ \text{meV}.$$

For $n=2$ and $n=3$ the areas are 10.4 and 3.07 meV.

At 1 meV above the gap, $x=\sqrt{13.606/1}=3.689$ and $2\pi x=23.18$. The exponential in $S$ is negligible, so $S=23.18$. The free value 0.1310 becomes $0.1310\times23.18=3.04$, which is the factor in the opening paragraph.

| $E-E_g$ (meV) | $S$ | free $\varepsilon_2$ | $\varepsilon_2$ with attraction |
|---:|---:|---:|---:|
| 1 | 23.18 | 0.131 | 3.035 |
| 10 | 7.33 | 0.409 | 3.001 |
| 50 | 3.41 | 0.869 | 2.958 |
| 100 | 2.57 | 1.153 | 2.963 |
| 200 | 2.03 | 1.444 | 2.937 |

At 200 meV, nearly fifteen times Ry above the gap, the attraction still doubles the absorption.

The last column falls, rises slightly and falls again. Two factors compete: $1/(1-e^{-2\pi x})$ in (12) grows with energy, while $C$ falls as $1/E^2$. At 100 meV they are 1.109 and $(1.5/1.6)^2=0.879$ relative to the edge. Their product, 0.975, reproduces $2.963/3.0395$. At 200 meV they are 1.241 and $(1.5/1.7)^2=0.779$, so $L$ itself is no longer flat there. The near cancellation of the two factors depends on the ratio $\mathrm{Ry}/E_g$ of this example and is not a general feature of the formula.

The numerical check tests the formula independently. It diagonalizes the radial problem in a large sphere and compares the broadened spectrum with (11) on both sides of the gap. It also obtains $S$ by integrating the radial equation outward.

## Where the formula stops applying

- **Small excitons.** If $a$ is not much larger than the lattice constant, the parabolic bands, constant $p$ and constant $\varepsilon_r$ are all in doubt, because the pair samples large $\mathbf k$ and short distances.
- **Form of the coupling.** In the dipole form the matrix element is $p/(E_g+\hbar^2k^2/2\mu)$, summed with $A(\mathbf k)$, in place of $p/E$. For free pairs the two forms agree. With attraction the dipole form replaces $u'(0)/E$ by $K^2U(K)/E_g$, with $Ka=\sqrt{E_g/\mathrm{Ry}}$, and multiplies the continuum by $e^{-4x\arctan(k/K)}$, which is $e^{-4\sqrt{\mathrm{Ry}/E_g}}$ at the edge. In the example the enhancement becomes 15.8 instead of 23.2 at 1 meV and 1.41 instead of 2.03 at 200 meV, $\varepsilon_2$ lies between 2.03 and 2.07 over the energies of the table, and the first line area is 57.5 instead of 84.2 meV. The difference comes from pairs with kinetic energy comparable to $E_g$, where the parabolic bands fail. The flat shape survives, but absolute values from (4) are uncertain at relative order $\sqrt{\mathrm{Ry}/E_g}$, about 30% here.
- **Energies far above the gap.** Formula (11) can be evaluated there, but real bands cease to be parabolic and other transitions begin. The 200 meV entry describes the model.
- **Forbidden transitions.** If $p$ vanishes at $\mathbf k=0$ and grows linearly with $\mathbf k$, the sum over $A(\mathbf k)$ gives a gradient of $\phi$ at the origin instead of $\phi(0)$. Then $p$ states absorb, and both the weights and the enhancement change.
- **Free carriers.** Mobile charges screen the attraction at long range. The potential is then no longer $1/r$, and the infinite series of lines is lost.
- **Broadening.** A finite lifetime spreads each line. Lines spaced much more closely than their width merge with the continuum, and the gap cannot be read off as a step in the spectrum.

## Numbers as computed

```
INPUT (model parameters)
gap Eg = 1.500 eV
reduced mass mu/m0 = 0.100
relative permittivity epsr = 10.0
momentum strength 2|p|^2/m0 = 20.0 eV
EXCITON SCALES
exciton Rydberg Ry = 13.606 meV
exciton Bohr radius a = 5.292 nm
LINES: n, energy (eV), |phi(0)|^2 (1/nm^3), area of eps2 (meV)
1  1.48639  2.1481e-03  84.231
2  1.49660  2.6851e-04  10.386
3  1.49849  7.9558e-05  3.070
CONTINUUM: E-Eg (meV), x, S, free eps2, enhanced eps2
1  3.6886  23.1761  0.1310  3.0355
10  1.1664  7.3337  0.4093  3.0014
50  0.5216  3.4061  0.8685  2.9582
100  0.3689  2.5709  1.1527  2.9634
200  0.2608  2.0338  1.4440  2.9368
eps2 at the edge, from above = 3.0395
TEST: diagonalization, n, E/Ry, n^3 pi a^3 |phi(0)|^2
1  -1.0000000  1.0000000
2  -0.2500000  1.0000000
3  -0.1111111  1.0000000
4  -0.0625000  1.0000000
TEST: broadened pi a^3 Ry L, Gaussian width 0.08 Ry
(E-Eg)/Ry, diagonalization, formula
-1.00  4.986779  4.986779
-0.25  0.672184  0.672184
0.00  0.497345  0.497345
0.50  0.500081  0.500081
2.00  0.505959  0.505959
TEST: x, S from radial integration, S from formula
2.00  12.56642  12.56641
1.00  6.29494  6.29494
0.50  3.28348  3.28348
largest relative residual in k space = 4.4e-13
k points counted / integrated free density = 0.99889
```
